# Multipole boundary values for the Poisson equation: error bound and divergence

## A sum that runs away

Two spherical atoms of radius 1 bohr carry charges 2 and 1 and are centred at $z=-2$ and $z=4$ bohr on the $z$ axis. At the point $(2.5,0,0)$, outside both atoms, their potential is 0.837 hartree/e. The multipole expansion about the origin gives these values when it is cut after order $L$:

| $L$ | 0 | 2 | 4 | 8 | 16 | 40 |
|---|---|---|---|---|---|---|
| $V_L$ | 1.20 | 0.43 | 1.54 | 4.11 | 103 | $5.2\times10^6$ |

On the faces of a cube of half-edge 8 bohr, the same moments give the potential to within $10^{-3}$ hartree/e at $L=7$. The difference lies in where the charge sits relative to the boundary point.

## The boundary-value problem

Hartree atomic units are used: lengths in bohr, charges in $e$, potentials in hartree/e. Let $\rho$ be a charge density; for the Hartree potential of electrons it is the number density. The potential of the isolated system,

$$V(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',$$

satisfies $\nabla^2V=-4\pi\rho$ and vanishes at infinity. A solver working in a finite box needs $V$ on the box surface. The origin, which lies inside the box, is the expansion centre. A boundary point is $\mathbf r=R\mathbf n$ with $|\mathbf n|=1$, and $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$.

## The expansion

Put $t=r'/R$. Then $|\mathbf r-\mathbf r'|^2=R^2(1-2t\cos\gamma+t^2)$, and the bracket factorizes:

$$\frac1{|\mathbf r-\mathbf r'|}=\frac1R\,(1-te^{i\gamma})^{-1/2}(1-te^{-i\gamma})^{-1/2}.$$

For $|t|<1$ the binomial series $(1-x)^{-1/2}=\sum_k b_kx^k$ applies to each factor, with all $b_k>0$. The coefficient of $t^l$ in the product is the Legendre polynomial

$$P_l(\cos\gamma)=\sum_{k=0}^{l}b_kb_{l-k}\cos[(l-2k)\gamma].$$

Since the $b_k$ are positive, $|P_l|$ is largest at $\gamma=0$. There the product is $1/(1-t)$, so $P_l(1)=1$. Hence $|P_l(\cos\gamma)|\le1$, and

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{l=0}^\infty\frac{r'^l}{R^{l+1}}P_l(\cos\gamma),\qquad r'<R. \tag{1}$$

The left side is harmonic in $\mathbf r'$. The term of order $l$ is a homogeneous polynomial of degree $l$ in the components of $\mathbf r'$, and the Laplacian lowers the degree by two. Terms of different $l$ therefore cannot cancel, and each $r'^lP_l(\cos\gamma)$ is itself harmonic.

To separate the two directions, consider $K(\mathbf n,\mathbf n')=\sum_mY_{lm}(\mathbf n)Y_{lm}^*(\mathbf n')$. A rotation mixes the $Y_{lm}$ of one $l$ by a unitary matrix, so $K$ is unchanged when both directions rotate together. With $\mathbf n'$ along $z$, $K$ is a spherical harmonic of degree $l$ that does not depend on azimuth, hence a multiple $c\,P_l(\mathbf n\cdot\mathbf n')$. Setting $\mathbf n=\mathbf n'$ and integrating over all directions gives $2l+1=4\pi c$. With $C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}$ this reads

$$P_l(\mathbf n\cdot\mathbf n')=\sum_{m=-l}^{l}C_{lm}(\mathbf n)C_{lm}^*(\mathbf n').$$

Let $\rho$ vanish for $r'>a$, with $a<R$, and let $A=\int|\rho|\,d^3r'$. Inserting (1) into the integral for $V$ gives

$$V(R\mathbf n)=\sum_{l=0}^\infty\frac{M_l(\mathbf n)}{R^{l+1}},\qquad M_l(\mathbf n)=\int\rho\,r'^lP_l(\cos\gamma)\,d^3r'=\sum_mC_{lm}(\mathbf n)\,q_{lm},$$

$$q_{lm}=\int\rho(\mathbf r')\,r'^l\,C_{lm}^*(\mathbf n')\,d^3r'.$$

Sum and integral may be exchanged because the integrals of the absolute values add up to at most $A\sum_la^l/R^{l+1}$, which is finite. The Dirichlet values of order $L$ are

$$V_L(R\mathbf n)=\sum_{l=0}^{L}\frac1{R^{l+1}}\sum_{m=-l}^{l}q_{lm}C_{lm}(\mathbf n). \tag{2}$$

The $(L+1)^2$ moments are computed once and serve every boundary point.

## The error after order $L$

The error is the sum of the omitted terms. With $|P_l|\le1$ and $r'\le a$,

$$|V-V_L|\le\sum_{l=L+1}^\infty\frac{A\,a^l}{R^{l+1}}=\frac AR\,\frac{(a/R)^{L+1}}{1-a/R}.$$

Multiplying out the denominator gives

$$|V-V_L|\le\frac{A}{R-a}\left(\frac aR\right)^{L+1}. \tag{3}$$

A point charge at distance $a$ on the ray towards the boundary point has $P_l=1$ for every $l$, so both inequalities become equalities. No smaller bound can be built from $A$, $a$, $R$ and $L$ alone if point charges are admitted.

The bound falls as $R$ grows, so the boundary point nearest the centre sets the guarantee for a whole box. To guarantee an error $\varepsilon$ one needs $(a/R)^{L+1}\le\varepsilon(R-a)/A$. Taking logarithms and dividing by $-\ln(R/a)$, which is negative and reverses the inequality,

$$L+1\ge\frac{\ln\{A/[(R-a)\varepsilon]\}}{\ln(R/a)}. \tag{4}$$

As $a\to R$ the denominator tends to zero and the guaranteed order grows without limit.

## What the boundary error does inside

Two facts about harmonic functions are needed. Let $\bar f(s)$ be the average of a harmonic $f$ over a sphere of radius $s$ about a point $\mathbf d$. By Gauss's theorem,

$$\frac{d\bar f}{ds}=\frac1{4\pi s^2}\oint\nabla f\cdot d\mathbf S=\frac1{4\pi s^2}\int\nabla^2f\,d^3r=0,$$

so $\bar f(s)=f(\mathbf d)$. This is the mean-value property.

Now let $e$ be the solution with boundary values $V_L$ minus the true $V$. The source cancels, so $\nabla^2e=0$ in the box. Suppose $e$ had an interior maximum above all its boundary values. The largest sphere about that point that fits in the box touches the surface. The average of $e$ over it equals the maximum, so $e$ equals the maximum everywhere on it, including the point of contact, which is a contradiction. The same holds for $-e$. The error in the box therefore never exceeds the largest boundary error in magnitude.

## Two atoms in a cube

Each atom of charge $q$ and radius $w$ has, at distance $s\le w$ from its centre, the density

$$\rho=\frac{105\,q}{32\pi w^3}\left(1-\frac{s^2}{w^2}\right)^2.$$

It integrates to $q$ because $\int_0^1u^2(1-u^2)^2du=\frac13-\frac25+\frac17=\frac8{105}$.

The function $r'^lP_l(\cos\gamma)$ is harmonic, so its average over every shell of the atom is its value at the atom's centre. For a centre at distance $d$ and angle $\gamma_d$ from $\mathbf n$,

$$M_l=q\,d^l\,P_l(\cos\gamma_d), \tag{5}$$

whatever the radius. Likewise the potential outside the atom is that of a point charge at its centre.

In the cube of half-edge 8, $A=3$ and the charge reaches to $a=4+1=5$. At the top face centre $(0,0,8)$ the omitted terms are two geometric series:

$$V-V_L=\sum_{l>L}\frac{4^l+2(-2)^l}{8^{l+1}}=\frac14\left(\frac12\right)^{L+1}+\frac15\left(-\frac14\right)^{L+1}.$$

For $L=7$ this is $9.766\times10^{-4}+0.031\times10^{-4}=9.80\times10^{-4}$. The table compares the largest error on a 1-bohr mesh of boundary points with (3) at $R=8$, both in hartree/e.

| $L$ | largest error | bound |
|---|---|---|
| 0 | 0.075 | 0.63 |
| 4 | 0.0076 | 0.095 |
| 7 | 0.00098 | 0.023 |
| 14 | $7.6\times10^{-6}$ | $8.7\times10^{-4}$ |

For $\varepsilon=10^{-3}$, (4) gives $L+1\ge\ln1000/\ln1.6=14.7$, so $L=14$ is guaranteed. In fact $L=7$ is enough. The bound places all the charge at distance 5, whereas by (5) the atoms act from distances 4 and 2. Applying (3) to each centre separately gives, at $L=7$ and everywhere on the cube, at most $\frac14(\frac12)^8+\frac26(\frac14)^8=9.8\times10^{-4}$.

The interior effect was computed with a seven-point finite-difference Poisson solver at spacing 0.25 bohr, once with the point-charge boundary values and once with $V_4$. The boundary values differ by at most $7.6\times10^{-3}$ hartree/e (0.21 V), the values at interior grid points by at most $6.2\times10^{-3}$, and the values at the cube centre by $1.9\times10^{-5}$. The interior maximum depends on how close the grid comes to the faces and rises towards the boundary figure as the spacing shrinks; at 1 bohr or more from the faces the difference is at most $3.4\times10^{-3}$. For a spherical boundary the centre value would be the mean of the boundary error. That mean vanishes, because the error contains only harmonics with $l>L$. In the cube it is small but not zero.

With the point-charge boundary values, and with the sampled density of each atom rescaled to its exact charge, the grid solution itself is wrong by up to $3.5\times10^{-3}$ hartree/e at distances of 2 bohr or more from the atomic centres; without the rescaling the figure is $5.2\times10^{-3}$. Raising $L$ does not touch that part.

## Why the series diverges in the narrow box

The point $(2.5,0,0)$ lies on a side face of a box of half-width 2.5. The atom at $z=4$ is farther from the centre than this point, and (1) does not hold for its charge.

Consider finitely many point charges $q_i$, all of one sign, at distances $s_i$ and angles $\gamma_i$ from $\mathbf n$. Let $s_{\max}$ be the largest distance. **If $R<s_{\max}$, the terms of the multipole series at $R\mathbf n$ are unbounded, and the series diverges.**

For complex $t$ with $|t|<1/s_{\max}$, both binomial series converge for every charge, and the product form of the generating function gives

$$F(t)=\sum_lM_lt^l=\sum_iq_i\,(1-ts_ie^{i\gamma_i})^{-1/2}(1-ts_ie^{-i\gamma_i})^{-1/2},$$

and the multipole series is $tF(t)$ at $t=1/R$. Suppose its terms were bounded there. Then $\sum_lM_lt^l$ would converge for all $|t|<1/R$, by comparison with a geometric series, and its sum would be finite and continuous in that disc.

Choose a farthest charge, with angle $\gamma$, and let $t=\tau e^{i\gamma}/s_{\max}$ with $\tau\to1$ from below. The limit point lies inside the disc because $1/s_{\max}<1/R$. For this charge the two factors are

$$(1-\tau e^{2i\gamma})^{-1/2}(1-\tau)^{-1/2},$$

which grows without limit. Another charge has a vanishing bracket at $\tau=1$ only if $s_i=s_{\max}$ and $\gamma_i=\gamma$. It then contributes the same function, with a coefficient of the same sign, so nothing cancels. All other charges stay finite. Hence $F$ is unbounded, a contradiction.

If the charges have both signs, those at distance $s_{\max}$ and equal $\gamma$ may add to zero, and the argument must move to the farthest group with a net charge.

By (5) the two atoms have the moments of point charges at their centres, so the theorem applies with $s_{\max}=4$. Here $\cos\gamma=0$, and $(1+t^2)^{-1/2}$ gives $P_l(0)=0$ for odd $l$, $P_2(0)=-\frac12$ and $P_4(0)=\frac38$. Thus

$$V_0=\frac3{2.5}=1.2,\qquad V_2=1.2-\frac12\cdot\frac{2\cdot2^2+4^2}{2.5^3}=0.432,$$

$$V_4=0.432+\frac38\cdot\frac{2\cdot2^4+4^4}{2.5^5}=1.538,$$

against the true value $2/\sqrt{2.5^2+2^2}+1/\sqrt{2.5^2+4^2}=0.837$. Since $|P_l(0)/P_{l-2}(0)|=(l-1)/l$, successive even terms eventually grow by $(4/2.5)^2=2.56$, with alternating sign.

Moving the centre along the axis does not help. The atoms are 6 bohr apart, so one of them is at least 3 bohr from any centre, while the side face beside that centre is 2.5 bohr away. With the centre at the origin, widening the box does not cure the side faces while the half-width stays below $s_{\max}=4$ bohr; at half-width 3.5 the theorem still gives divergence at the face centre. At exactly 4 the terms of the far atom alternate and shrink with $|P_l(0)|$, so the series there converges, but very slowly: the error is still $10^{-2}$ hartree/e at $L=100$. Above 4 it converges geometrically. With the centre moved to $z=1$, $s_{\max}=3$ and any half-width above 3 bohr suffices. Expanding each atom about its own centre also works: by (5) with $d=0$ only the $l=0$ term of each atom survives, and it is exact outside that atom.

## Continuous density beyond the boundary point

For a continuous density, charge farther out than $R$ does not by itself imply divergence. The root test for power series in $1/R$ gives convergence for $R>r^*$ and divergence for $R<r^*$, where

$$r^*(\mathbf n)=\limsup_{l\to\infty}|M_l(\mathbf n)|^{1/l}.$$

Since $|M_l|\le Aa^l$, $r^*\le a$, and $r^*$ can be smaller than $a$.

Take one atom of unit charge and radius 2 centred at $z=1$. It reaches to 3 bohr from the origin, but (5) gives $M_l=(\pm1)^l$ in the directions $\pm z$. At $R=2$ both series converge:

$$z=-2:\ \sum_l\frac{(-1)^l}{2^{l+1}}=\frac13,\qquad z=2:\ \sum_l\frac1{2^{l+1}}=1.$$

The first value is right, since $z=-2$ is outside the atom and 3 bohr from its centre. The second is wrong, since $z=2$ is inside, 1 bohr from the centre. There a shell of radius $s<1$ acts as if at the centre, while a shell with $s>1$ contributes its charge divided by $s$, because averaging (1) over directions leaves only $l=0$. With $u=s/2$,

$$V=\frac12\cdot\frac{105}8\left[2\int_0^{1/2}u^2(1-u^2)^2du+\int_{1/2}^1u(1-u^2)^2du\right]=0.859.$$

Convergence of the boundary values is thus no proof that they are correct.

## The same atom on a grid

A program that sums moments over grid points replaces the density by finitely many point charges. Sampling this atom at spacing 0.5 bohr, with weights proportional to the density and total charge 1, gives 251 positive charges, the farthest at 2.74 bohr. The theorem now requires divergence at $z=-2$, where the continuous atom gave the right answer. The direct Coulomb sum over the samples is 0.3333, but the multipole sums are

| $L$ | 4 | 10 | 20 | 40 | 80 |
|---|---|---|---|---|---|
| $V_L$ | 0.344 | 0.331 | 0.353 | $-30$ | $-1.8\times10^6$ |

At low order the sums follow those of the continuous atom, $\sum_{l\le L}(-1)^l/2^{l+1}$, which are 0.344 at $L=4$ and 0.333 at $L=10$, against 0.344 and 0.331 for the samples. At higher order they depart from them. Refining the grid does not remove the divergence as long as some sample lies beyond 2 bohr.

In a cube of half-edge $H$ the corners are $\sqrt3H$ from the centre. A one-signed density with nonzero samples there gives a series that diverges at the face centres. A charge $\delta$ at distance $s$ adds at most $|\delta|s^l/R^{l+1}$ to the term of order $l$, so a faint tail can be harmless at low order.

## A density with a tail

A smooth tail can make $r^*$ infinite. Take a Gaussian of unit charge with variances 1, 1 and 2 bohr² along $x$, $y$ and $z$. Variances add under convolution, so it is a round Gaussian of variance 1 whose centre $u$ is smeared along $z$ with variance 1. By the mean-value property the round Gaussian centred at $u$ has $M_l=u^l$ on the positive $z$ axis. Averaging over $u$ by parts gives $\langle u^l\rangle=(l-1)\langle u^{l-2}\rangle$, hence

$$M_l=(l-1)(l-3)\cdots3\cdot1\quad(l\ \text{even}),\qquad M_l=0\quad(l\ \text{odd}).$$

From order $l$ to $l+2$ the terms change by the factor $(l+1)/R^2$, which exceeds 1 for large $l$ at any $R$. The series diverges at every point of the axis.

For the true value, insert $1/r=(2/\sqrt\pi)\int_0^\infty e^{-r^2t^2}dt$ and do the three Gaussian integrals over $\mathbf r'$. On the axis this leaves

$$V(z)=\frac2{\sqrt\pi}\int_0^\infty\frac{e^{-z^2t^2/(1+4t^2)}}{(1+2t^2)\sqrt{1+4t^2}}\,dt,$$

and numerical quadrature gives 0.2671 hartree/e at $z=4$. The sums are $V_0=0.2500$, $V_2=V_0+1/4^3=0.2656$ and $V_4=V_2+3/4^5=0.2686$. The true value lies between the last two. All later even terms are positive and the odd ones vanish, so the error never falls after $L=4$. It is $1.4\times10^{-3}$ hartree/e there, about 0.5% of $V$, then $9\times10^{-3}$ at $L=32$ and $8\times10^3$ at $L=60$. Beyond a best order, raising $L$ makes the boundary value worse. That order depends on the point: it is $L=4$ at $z=4$, and $L=8$ at $z=6$, where the smallest error is $4.5\times10^{-6}$ hartree/e. The bound (3) offers no guarantee, because no finite $a$ encloses the charge.
